# Vanishing Hall conductivity and orbital moment in collinear magnets without spin-orbit coupling, part 2

Can a magnet with one spin axis and no spin-orbit coupling (SOC) have a Hall conductivity, meaning the antisymmetric part $\tfrac12(\sigma_{xy}-\sigma_{yx})$? Its orbital currents and orbital moment are already known to vanish.

Atomic units are used and the electron has charge $-1$. For independent electrons $H=\tfrac12\mathbf p^2+V(\mathbf r)+B(\mathbf r)\,\mathbf n\cdot\boldsymbol\sigma$, with $V$, $B$ real and $\mathbf n$ a fixed unit vector. Occupations are $f(E)$, so $\rho=f(H)$. The antiunitary $\Theta=RT$ combines time reversal $T$ with the spin rotation $R=-i\,\mathbf q\cdot\boldsymbol\sigma$ by $\pi$ about a unit vector $\mathbf q\perp\mathbf n$. It commutes with $H$ and $\mathbf r$, reverses $\mathbf v=i[H,\mathbf r]$, and has $\Theta^2=1$. If $\Theta O\Theta^{-1}=\eta O$, then $\langle\Theta a|O|\Theta b\rangle=\eta\langle a|O|b\rangle^*$.

The Bloch Hamiltonian $H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$ has periodic eigenstates $|n\mathbf k\rangle$ and energies $E_n(\mathbf k)=E_n(-\mathbf k)$. The state $\Theta|n\mathbf k\rangle$ is an eigenstate at $-\mathbf k$. With $D_a(\mathbf k)=\partial H(\mathbf k)/\partial k_a$,

$$\Theta H(\mathbf k)\Theta^{-1}=H(-\mathbf k),$$

$$\Theta D_a(\mathbf k)\Theta^{-1}=-D_a(-\mathbf k).$$

In real localized orbitals the first reads $UH(\mathbf k)^*U^\dagger=H(-\mathbf k)$, where $U=(-i\,\mathbf q\cdot\boldsymbol\sigma)(-i\sigma_y)$ acts on each spin.

The example is a kagome lattice with $a=5.0$ angstrom and sites $A,B,C$ at $(0,0)$, $(a/2,0)$, $(a/4,\sqrt3a/4)$. Hoppings are $-t_1$ on upward and $-t_2$ on downward triangles, with $t_1=1.0$ eV and $t_2=0.8$ eV. Site energies are 0.2, 0.0 and $-0.3$ eV. The exchange term is $-J\,\mathbf n_i\cdot\boldsymbol\sigma$ with $J=1.0$ eV; the tilted ferromagnet has $\mathbf n=(1,2,2)/3$. The chemical potential is $-1.8$ eV and $k_BT=0.05$ eV. With SOC, $H_{ij}$ for $(i,j)=(A,B),(B,C),(C,A)$ gains $i\lambda\sigma_z$, $\lambda=0.1$ eV.

The flake has 25 cells (75 sites), with random site energies within $\pm0.3$ eV added and exchange strengths random within $\pm30\%$ of $J$. In the numerical output, Phi is the grand potential in an orbital magnetic field, whose negative slope at zero field is the moment. The ring there is an equilateral triangle of side 2.5 angstrom with hopping $-t$, $t=1.0$ eV, and a degenerate upper level of two oppositely circulating states.

### Berry curvature and its sign change

For a band that is not degenerate at $\mathbf k$, the Berry curvature is $\Omega_n=-2\,\mathrm{Im}\langle\partial_xn|\partial_yn\rangle$. To express it through matrix elements, differentiate $H|n\rangle=E_n|n\rangle$ and project on $m\ne n$:

$$\langle m|D_a|n\rangle+E_m\langle m|\partial_an\rangle=E_n\langle m|\partial_an\rangle
\;\Rightarrow\;
\langle m|\partial_an\rangle=\frac{\langle m|D_a|n\rangle}{E_n-E_m}.$$

Insert a complete set of states between the two derivatives in $\Omega_n$. The term $m=n$ is $\langle\partial_xn|n\rangle\langle n|\partial_yn\rangle$. Both factors are imaginary because the norm is constant, so their product is real and drops out. The rest gives

$$\Omega_n=-2\,\mathrm{Im}\,S_n,\qquad
S_n=\sum_{m\ne n}\frac{\langle n|D_x|m\rangle\langle m|D_y|n\rangle}{(E_n-E_m)^2}.$$

Evaluate $S_n$ at $-\mathbf k$ with the states $\Theta|n\mathbf k\rangle$ and $\Theta|m\mathbf k\rangle$. Each matrix element becomes minus the conjugate of the one at $\mathbf k$. The two minus signs cancel and the conjugation remains, so $S_n(-\mathbf k)=S_n(\mathbf k)^*$ and

$$\Omega_n(-\mathbf k)=-\Omega_n(\mathbf k).$$

Nothing here makes the curvature vanish at a given $\mathbf k$. Inversion symmetry would add $\Omega_n(-\mathbf k)=\Omega_n(\mathbf k)$ for a nondegenerate band, and then it would vanish pointwise. The kagome model has no inversion. At $\mathbf k=(0.80,0.05)$ inverse angstrom its lowest band has $\Omega=-20.0$ angstrom², and at $-\mathbf k$ it has $+20.0$ angstrom². The energies agree.

### From curvature to transverse velocity

A uniform electric field $\mathcal E$ along $y$ moves the wave vector at the rate $\dot k_y=-\mathcal E$, since the charge is $-1$. The periodic part of the state obeys $i\dot\psi=H(\mathbf k(t))\psi$. To first order in the drift rate write

$$\psi=e^{-i\theta(t)}\Big(|n\rangle+\sum_{m\ne n}c_m|m\rangle\Big),$$

where $c_m$ is of first order. Inserting this and dropping second-order terms, which include the time derivatives of $c_m$ for a smooth slow drift, gives

$$\dot\theta\Big(|n\rangle+\sum_mc_m|m\rangle\Big)+i|\dot n\rangle=E_n|n\rangle+\sum_mc_mE_m|m\rangle .$$

Projection on $|n\rangle$ shows that $\dot\theta=E_n$ up to first-order terms, which is sufficient where $\dot\theta$ multiplies $c_m$. Projection on $|m\rangle$ gives $c_m(E_n-E_m)=-i\langle m|\dot n\rangle$. With $|\dot n\rangle=\dot k_y|\partial_yn\rangle$,

$$c_m=-i\,\dot k_y\,\frac{\langle m|D_y|n\rangle}{(E_n-E_m)^2}.$$

The velocity along $x$ is the average of $D_x$. Its zeroth-order part is $\partial_xE_n$, and its first-order part is

$$2\,\mathrm{Re}\sum_mc_m\langle n|D_x|m\rangle=2\dot k_y\,\mathrm{Re}(-iS_n)=2\dot k_y\,\mathrm{Im}\,S_n .$$

Since $\Omega_n=-2\,\mathrm{Im}\,S_n$,

$$v_x=\partial_xE_n-\dot k_y\,\Omega_n .$$

This was tested by integrating the Schrödinger equation for a slowly driven state and reading $\Omega$ from its transverse velocity. The result agrees with the state sum to about one part in $10^4$ at both $\mathbf k$ and $-\mathbf k$.

### The zone integral

In two dimensions the current density is $j_x=-\int\frac{d^2k}{(2\pi)^2}\sum_nf_nv_x$. The term $f(E_n)\,\partial_xE_n$ is the $k_x$ derivative of a periodic function of $\mathbf k$ and integrates to zero. What remains is $j_x=\dot k_y\int f\Omega=-\mathcal E\int f\Omega$, so the intrinsic Hall conductivity is

$$\sigma_{xy}=-\int\frac{d^2k}{(2\pi)^2}\sum_nf(E_n)\,\Omega_n .$$

The field also shifts the occupations of a metal. In the relaxation-time approximation this adds a conductivity proportional to $\int(-f')\,\partial_aE\,\partial_bE$, which is symmetric in $a$ and $b$ and is not a Hall term.

The formula is in units of $e^2/\hbar$. Since $e^2/\hbar=2\pi e^2/h$, multiplication by $2\pi$ gives $e^2/h$. In three dimensions the measure is $d^3k/(2\pi)^3$.

Under $\mathbf k\to-\mathbf k$ the occupation is unchanged and the curvature changes sign. The integral equals its own negative:

$$\sigma_{xy}=0 .$$

The same holds for each isolated band by itself, so its Chern number is zero. A filled set of such bands has no quantized Hall conductivity.

For numerical work a form with pairs of states is convenient. Let $A_{nm}=\mathrm{Im}(\langle n|D_x|m\rangle\langle m|D_y|n\rangle)/(E_n-E_m)^2$. Exchanging $n$ and $m$ conjugates the product, so $A_{nm}=-A_{mn}$. Then

$$-\sum_nf_n\Omega_n=2\sum_{n\ne m}f_nA_{nm}=\sum_{n\ne m}(f_n-f_m)A_{nm}.$$

Pairs of occupied states cancel in this form. Where bands of opposite spin cross without spin-orbit coupling, the velocity elements between them vanish, and the pair contributes nothing.

A mesh that contains $-\mathbf k$ with every $\mathbf k$ gives the cancellation at any mesh density. A mesh without this property is guaranteed to give zero only in the limit of a fine mesh, unless a further symmetry such as inversion makes the curvature vanish at each point. If the mesh is reduced to half the zone by using $E(-\mathbf k)=E(\mathbf k)$, the omitted points must enter with the opposite curvature. Doubling the weights instead gives twice the sum over the half zone, which is a false Hall conductivity whenever that half sum is nonzero.

### What the crystal model shows

The unequal hoppings remove inversion and the twofold rotation. The unequal site energies remove the threefold rotation and the mirror lines in the plane, each of which exchanges two kinds of site. No spatial symmetry is left to force a zero.

For the tilted ferromagnet without spin-orbit coupling the spin imbalance is 0.712 electrons per cell, and the Hall sum is zero to rounding. If the contribution of each $\mathbf k$, already summed over bands, is replaced by its absolute value, the sum is $0.733\,e^2/h$. The zero is thus a cancellation between wave vectors.

With spin-orbit coupling and magnetization along $z$ the result is $0.090\,e^2/h$, or 3.48 microsiemens. Meshes of $100\times100$ and $150\times150$ points agree to the printed digits.

### Which terms break the symmetry

In a two-component Hamiltonian of leading relativistic order the spin-orbit term is

$$H_{\rm so}=\frac{1}{4c^2}\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).$$

Time reversal preserves it, because $\boldsymbol\sigma$ and $\mathbf p$ both change sign. The spin rotation in $\Theta$ then acts on $\boldsymbol\sigma$ without acting on $\nabla V\times\mathbf p$. It keeps the component of $\boldsymbol\sigma$ along $\mathbf q$ and reverses the two others. Under $\Theta$, therefore, the part of $H_{\rm so}$ with $\boldsymbol\sigma$ along $\mathbf q$ is even and the rest is odd.

In the kagome model the coupling contains $\sigma_z$ alone. Two cases follow.

- For magnetization along $z$, every allowed $\mathbf q$ lies in the plane, so the coupling is odd. The mismatch between $\Theta H(\mathbf k)\Theta^{-1}$ and $H(-\mathbf k)$ is twice the spin-orbit block. The two bonds of a pair with displacement $\mathbf d$ give a block $2i\lambda\sigma_z\cos(\mathbf k\cdot\mathbf d)$, so the mismatch is $4\lambda|\cos(\mathbf k\cdot\mathbf d)|$. At the test point it is largest for the pair $BC$, where $\mathbf k\cdot\mathbf d=-0.89$, and it equals $0.4\times0.63=0.25$ eV, as found numerically.
- For magnetization along $x$, the choice $\mathbf q=\hat z$ is allowed and the coupling is even. The Hall conductivity is zero to rounding although spin-orbit coupling is present.

Spin-orbit coupling thus permits a Hall effect without guaranteeing one.

The single spin axis can also be relaxed. If the exchange term is $\sum_i\mathbf n_i\cdot\boldsymbol\sigma$ with site-dependent directions and no spin-orbit coupling, $\Theta$ needs one vector $\mathbf q$ perpendicular to all $\mathbf n_i$. A coplanar arrangement has it, namely the normal of the plane. The model with three directions at 120 degrees in the plane gives zero to rounding.

Three linearly independent directions have no common perpendicular. Tilting the same spins halfway towards $z$, into an umbrella, gives $-0.017\,e^2/h$ without any spin-orbit coupling. Other symmetries may still enforce a zero in a particular noncoplanar magnet.

### Finite frequency and disorder

The zone integral covers a clean crystal. For disordered samples consider a finite sample of area $\mathcal A$, with eigenstates $n$ of energy $E_n$. A field $\mathcal E_b(t)$ gives the electron the potential energy $+\mathcal E_br_b$. A short pulse of integrated strength $\kappa$ multiplies each state by $e^{-i\kappa r_b}$. To first order, $\delta\rho=-i\kappa[r_b,\rho]$, with elements

$$\delta\rho_{nm}(t)=-i\kappa\,(r_b)_{nm}(f_m-f_n)\,e^{-i(E_n-E_m)t}.$$

The current density is $j_a=-\mathrm{Tr}(v_a\delta\rho)/\mathcal A$. The conductivity is $\sigma_{ab}(\omega)=\kappa^{-1}\int_0^\infty j_a(t)e^{izt}dt$ with $z=\omega+i\eta$ and a width $\eta>0$. The time integral of each term is $i/(z-E_n+E_m)$. Since $(-i)(i)=1$,

$$\sigma_{ab}=-\frac1{\mathcal A}\sum_{n\ne m}\frac{(v_a)_{mn}(r_b)_{nm}(f_m-f_n)}{z-E_n+E_m}.$$

From $\mathbf v=i[H,\mathbf r]$, $(r_b)_{nm}=-i(v_b)_{nm}/(E_n-E_m)$. Inserting this and exchanging the names $n$ and $m$ gives

$$\sigma_{ab}(\omega)=-\frac{i}{\mathcal A}\sum_{n\ne m}\frac{f_n-f_m}{E_n-E_m}\,
\frac{(v_a)_{nm}(v_b)_{mn}}{z+E_n-E_m}.$$

Pairs of equal energy have $f_n=f_m$ and are omitted. This formula was tested against the current computed in real time after a pulse, with and without spin-orbit coupling. The difference is below $10^{-3}$ of the largest tensor element.

Because $\Theta^2=1$, the eigenstates can be chosen with $\Theta|n\rangle=|n\rangle$. For any eigenstate $\phi$, both $\phi+\Theta\phi$ and $i(\phi-\Theta\phi)$ are invariant, belong to the same energy and together span $\phi$. Inner products of invariant states are real, so they can be made orthonormal with real coefficients. In this basis the rule for odd operators gives

$$(v_a)_{nm}=-(v_a)_{nm}^*=-(v_a)_{mn}.$$

Applying this to both factors, $(v_a)_{nm}(v_b)_{mn}=(v_a)_{mn}(v_b)_{nm}=(v_b)_{nm}(v_a)_{mn}$. The conductivity formula is therefore unchanged when $a$ and $b$ are exchanged:

$$\sigma_{ab}(\omega)=\sigma_{ba}(\omega).$$

The disorder may be any static real potential and any exchange field along the common axis. The Hall part is zero for each sample, size, frequency and width, so it stays zero when the sample is made large and the frequency is then lowered. Within linear response of independent electrons, scattering from such disorder cannot create it.

In the flake at a photon energy of 1.0 eV and a width of 0.1 eV, the antisymmetric part without spin-orbit coupling is below $10^{-15}\,e^2/h$. The symmetric off-diagonal part has magnitude $0.106\,e^2/h$, so the zero does not come from a vanishing off-diagonal response. With spin-orbit coupling and magnetization along $z$, the antisymmetric part has magnitude $0.86\,e^2/h$. This is a complex optical response of a small sample and should not be compared with the static crystal value.

### Self-consistent calculations

The theorem takes $H$ as given. In a Kohn-Sham calculation with a local spin-density or gradient-corrected functional and one imposed spin axis, the potentials are real. Without a spin-orbit term $H$ then commutes with $\Theta$ at every iteration, and the theorem applies as long as the occupations depend on energy alone.

Nonlocal exchange, as in Hartree-Fock and hybrid functionals, has a kernel proportional to $-\rho(x,x')/|\mathbf r-\mathbf r'|$. If $\rho$ commutes with $\Theta$, so does this operator, and iteration from a symmetric start with equal occupation within levels preserves the symmetry. This does not show that the symmetric solution has the lowest energy. A solution with spontaneous orbital currents would have an exchange operator that does not commute with $\Theta$, which for $\mathbf n$ along $z$ means a complex one, and would lie outside the theorem. The same holds for the on-site occupation matrix in DFT+$U$. The same caution applies to functionals that depend on the current.

If a calculation meant to satisfy the assumptions gives a nonzero Hall conductivity or orbital moment, three checks are a good start. In a basis of real localized orbitals, check $UH(\mathbf k)^*U^\dagger=H(-\mathbf k)$. With complex orbitals this relation can fail in the form given although the symmetry is present. Then check the equality of occupations within degenerate levels and the treatment of $-\mathbf k$ in the mesh. The values behind the figures quoted here are in the numerical output that follows.

## Values computed for the example and the checks

```
lattice constant: 5.0 angstrom
hoppings, two triangle types: 1.0, 0.8 eV
site energies: 0.2, 0.0, -0.3 eV
exchange J: 1.0 eV; SOC lam when on: 0.1 eV
chemical potential: -1.8 eV; kT: 0.05 eV
tilted axis n: 0.3333, 0.6667, 0.6667
SYMMETRY AND BERRY CURVATURE
Theta violation, tilted ferromagnet, no SOC: 2.2e-16 eV
Theta violation, z ferromagnet, SOC: 0.2512 eV
test k: (0.80, 0.05) 1/angstrom
lowest energy at k, -k: -2.40724, -2.40724 eV
Omega at k, state sum: -20.0089 angstrom^2
Omega at k, driven motion: -20.0108 angstrom^2
Omega at -k, state sum: 20.0089 angstrom^2
Omega at -k, driven motion: 20.0108 angstrom^2
CRYSTAL HALL CONDUCTIVITY
spin imbalance, no SOC: 0.7120 electrons per cell
tilted ferromagnet, no SOC: 0.0e+00 e^2/h
same sum with absolute values: 0.7327 e^2/h
z ferromagnet, SOC, 100x100 k: 0.0899 e^2/h
z ferromagnet, SOC, 150x150 k: 0.0899 e^2/h
the last value converted: 3.484 microsiemens
x ferromagnet, SOC: 5.3e-17 e^2/h
coplanar spins, no SOC: -3.3e-17 e^2/h
umbrella spins, no SOC, 100x100 k: -0.0169 e^2/h
umbrella spins, no SOC, 150x150 k: -0.0169 e^2/h
DISORDERED FLAKE
sites: 75; cells: 25
pulse response: photon energy 1.0 eV, width 0.1 eV
field for evenness test, eB/hbar: 1e-03 1/angstrom^2
no SOC: largest bond current 5.778e-14 microampere
no SOC: moment from currents 6.8726e-17 mu_B per cell
no SOC: moment from field slope 3.7299e-12 mu_B per cell
no SOC: Phi(B)-Phi(-B) 1.421e-14 eV
no SOC: |antisymmetric sigma_xy| 3.938e-16 e^2/h
no SOC: |symmetric sigma_xy| 1.063e-01 e^2/h
SOC: largest bond current 1.356e+01 microampere
SOC: moment from currents 1.3585e-02 mu_B per cell
SOC: moment from field slope 1.3585e-02 mu_B per cell
SOC: Phi(B)-Phi(-B) -2.589e-03 eV
SOC: |antisymmetric sigma_xy| 8.580e-01 e^2/h
SOC: |symmetric sigma_xy| 1.873e-02 e^2/h
SOC moment converted: 6.7924e-03 atomic units per cell
DEGENERATE RING, TWO EQUAL-SPIN ELECTRONS
energy of degenerate level: 1.0000 eV
moment, one circulating state filled: -0.4101 mu_B
moment, level equally filled: -0.0e+00 mu_B
moment, level split by site energies: -0.0e+00 mu_B
```
